Unfolded spectral weight of an interface supercell and its sum rule

**What goes wrong without it**

A metal and a semiconductor rarely share an in-plane period, so a contact is computed in a supercell that holds several periods of each. The calculation then labels every state by a supercell wavevector K. If the supercell contains nine silicon surface cells, nine silicon wavevectors fold onto each K, and the band plot no longer says which of them an electron carries. One cannot read off whether a state matches a silicon band, or whether the metal has mixed two silicon wavevectors.

The remedy is to give each candidate wavevector k a weight W(k). The weight needs a scale: a value of 0.17 means "17 per cent of the state" only if the weights add up to one. The sum must also run over the right set. Infinitely many wavevectors fold onto K, because any primitive reciprocal vector can be added to k. The true statement concerns the finite set of inequivalent ones, each counted once.

**Simplest case: a doubled chain**

Take a chain of period a described in a cell of length 2a. A state with supercell wavevector K obeys

ψ(x+2a) = e^{2iKa} ψ(x), ∫₀^{2a} |ψ|² dx = 1.

Two inequivalent wavevectors fold onto K, namely K and K+π/a. Define

ψ±(x) = ½ [ψ(x) ± e^{−iKa} ψ(x+a)].

Shifting by a and using the supercell condition gives

ψ±(x+a) = ½ [ψ(x+a) ± e^{iKa} ψ(x)] = ±e^{iKa} ψ±(x).

So ψ₊ has primitive wavevector K, ψ₋ has K+π/a, and ψ₊+ψ₋ = ψ. The product ψ₊*ψ₋ changes sign under a shift by a, so its integrals over the two halves of the cell cancel and the two parts are orthogonal. Their squared norms W± therefore add up to the norm of ψ, which is one.

With S = ∫₀^{2a} ψ*(x) ψ(x+a) dx, expanding the square gives

W± = ¼ [1 + 1 ± 2 Re(e^{−iKa}S)] = ½ [1 ± Re(e^{−iKa}S)].

Two limits test this. If ψ is already a Bloch state of the short period with wavevector K, then S = e^{iKa}, so W₊ = 1 and W₋ = 0. If the electron sits on every second site and does not overlap its shifted copy, then S = 0 and both weights are ½. A state that ignores half the sites has no preference between the two wavevectors.

**General lattices and the number of wavevectors**

For a contact, let z be the normal and ρ the in-plane position. The contact has no period along z, so only in-plane translations are used. The primitive lattice L has vectors a₁, a₂, and the supercell lattice Λ has

A_i = Σ_j M_ij a_j, M integer, N = |det M| > 0.

Reciprocal vectors are defined by a_i·b_j = 2πδ_ij and A_i·B_j = 2πδ_ij. They span L* and Λ*. To expand b_j in the B_i, note that the coefficient of B_i is

A_i·b_j/2π = Σ_l M_il a_l·b_j/2π = M_ij,

so b_j = Σ_i M_ij B_i. Every primitive reciprocal vector is thus a supercell reciprocal vector, but not conversely. The cells of L* and Λ* have areas (2π)²/A_p and (2π)²/A_sc, where A_sc = N A_p. Hence each cell of L* contains N points of Λ*, and there are N inequivalent wavevectors

k_j = K + G_j, j = 1…N,

where the G_j represent the classes of Λ* modulo L*. By the same area argument, L has N classes modulo Λ. A skew example, M = ((3,1),(−1,2)), has determinant 7, and direct enumeration finds seven classes of each kind.

**The projector**

Let (T_r ψ)(ρ,z) = ψ(ρ+r,z) for r in L. A supercell state satisfies T_R ψ = e^{iK·R}ψ for R in Λ. The generalization of the chain formula is

P_k = (1/N) Σ_r e^{−ik·r} T_r,

with one r from each class of L modulo Λ. The choice of representative does not matter. Replacing r by r+R multiplies T_r by e^{iK·R} and the prefactor by e^{−ik·R}, and the product is one because k−K lies in Λ*.

Three properties follow by relabelling the sum. First, for s in L,

T_s P_k = (1/N) Σ_r e^{−ik·r} T_{r+s} = e^{ik·s} (1/N) Σ_r e^{−ik·(r+s)} T_{r+s} = e^{ik·s} P_k,

so P_kψ has primitive wavevector k. Second,

P_k² = (1/N) Σ_s e^{−ik·s} T_s P_k = (1/N) Σ_s P_k = P_k.

Third, inner products are integrals over one supercell, and the product of two functions with the same K is periodic in Λ. The origin of integration can therefore be moved, which gives T_r† = T_{−r}. Then

P_k† = (1/N) Σ_r e^{ik·r} T_{−r} = P_k,

where the last step renames −r as r. So P_k is an orthogonal projector, and the unfolded weight is defined as

W(k) = ⟨ψ|P_k|ψ⟩ = ⟨P_kψ|P_kψ⟩ ≥ 0.

If |kn⟩ are the Bloch states of any Hamiltonian with the primitive period, complete at k and normalized over the supercell, then P_k = Σ_n |kn⟩⟨kn| on this space, and

W(k) = Σ_n |⟨kn|ψ⟩|².

The normalization matters. Bloch functions normalized over one primitive cell are larger by √N, and would make the weight N times too large.

For N = 2 with r = 0 and r = a, P_k reproduces ψ±, as it must.

**The weight in plane waves**

Write the state as

ψ(ρ,z) = A_sc^{−1/2} Σ_G C_G(z) e^{i(K+G)·ρ}, Σ_G ∫|C_G(z)|² dz = 1.

A translation multiplies each plane wave by e^{i(K+G)·r}. The projector therefore multiplies it by

F(Q) = (1/N) Σ_r e^{iQ·r}, Q = K+G−k.

If Q is in L*, every term is one and F = 1. If it is not, some s in L has e^{iQ·s} ≠ 1. Relabelling r as r+s permutes the classes and gives F = e^{iQ·s}F, so F = 0. The projector keeps the plane waves that differ from k by a primitive reciprocal vector and removes the rest. Since distinct plane waves are orthogonal over the supercell,

W(k) = Σ_{g in L*} ∫ |C_{k+g−K}(z)|² dz.

This is the unfolded spectral weight. In a spectral function, state m at energy E_m contributes a line W_m(k) δ(E−E_m).

**The sum rule**

The coefficient formula already gives a proof. Every G in Λ* belongs to one and only one class G_j + L*, so the sum over the N wavevectors visits each coefficient once:

Σ_j W(k_j) = Σ_G ∫ |C_G(z)|² dz = 1.

A second proof needs no basis. Adding the projectors gives

Σ_j P_{k_j} = (1/N) Σ_r e^{−iK·r} D(r) T_r, D(r) = Σ_j e^{−iG_j·r}.

Take r = 0 as the representative of the class of Λ itself. There D = N. For any other class r is not in Λ, and some G′ in Λ* has e^{−iG′·r} ≠ 1. Otherwise B₁·r and B₂·r would both be multiples of 2π, r would have integer coordinates along A₁ and A₂, and it would lie in Λ. Replacing each G_j by G_j+G′ permutes the classes modulo L*. The phase e^{−iG_j·r} depends only on the class, because e^{−ig·r} = 1 for g in L*. Hence D = e^{−iG′·r}D, so D = 0. One term survives:

Σ_j P_{k_j} = T₀ = 1, and so Σ_j W(k_j) = ⟨ψ|ψ⟩ = 1.

Neither proof uses the Schrödinger equation; the state need only have a definite K and unit norm. As a test, random coefficients were placed in the seven-fold skew cell. Weights from integrals over translated copies agreed with the coefficient formula, and their sum equalled one, both within 10⁻⁶. In the limit N = 1 there is a single k and its weight is one.

The rule fails in identifiable ways. Listing two equivalent wavevectors counts a class twice. An incommensurate contact has no integer M, and K is then undefined. With ultrasoft or augmented-wave methods ψ must be the physical wavefunction: the plane-wave coefficients of its smooth part alone add up to the norm of that smooth part, which need not be one.

**Limit: no broken translation symmetry**

Suppose the Hamiltonian has the primitive period. It then commutes with every T_r and so with P_k, and P_kψ is either zero or an eigenstate with the energy of ψ. If that energy is nondegenerate at K, P_kψ = cψ, and P_k² = P_k forces c² = c, so c is 0 or 1. The sum rule then leaves exactly one k with weight one. Several nonzero weights in a nondegenerate state therefore signal broken primitive translation symmetry.

In a degenerate level this inference fails. If φ₁ and φ₂ have equal energy and different k, then φ₁cosα + φ₂sinα has weights cos²α and sin²α for an arbitrary α. The weights added over all states of the level do not depend on that choice, since they are the trace of P_k within the level.

**Weight on one side of the contact**

To ask how much of wavevector k lies inside the semiconductor, let θ(z) be one there and zero elsewhere. In-plane translations do not change z, so θ commutes with P_k, and

W_θ(k) = ⟨ψ|θP_k|ψ⟩ = ⟨P_kψ|θ|P_kψ⟩ ≥ 0.

Summing with Σ_j P_{k_j} = 1 gives

Σ_j W_θ(k_j) = ⟨ψ|θ|ψ⟩,

the share of the electron inside the window. For θ = 1 the full rule returns. Each material can be unfolded to its own primitive cell on its own side. The two sums are then the two shares, and together they make one.

**A model contact: three silicon periods on four aluminium periods**

The example has the in-plane lattices of Al(111) on Si(111), with rough surface periods of 0.286 and 0.384 nm, but not their layer stacking. Three silicon periods make 1.152 nm; four aluminium periods fit after a stretch of 0.70 per cent. Thus N is 9 for silicon and 16 for aluminium. With B₁, B₂ the supercell reciprocal vectors, silicon has primitive vectors 3B_i and aluminium 4B_i.

Electrons of free mass move between hard walls, in 0.942 nm of silicon and 0.702 nm of aluminium. The potential is

V = θ_Si(z) [U + v_Si Σ_b e^{ib·ρ}] + θ_Al(z) v_Al Σ_b′ e^{ib′·ρ},

where b and b′ run over the six shortest reciprocal vectors of each material, U = 1.00 eV, v_Si = 0.50 eV and v_Al = 0.40 eV. The wavevector is K = 0.041B₁ + 0.013B₂. The state examined has energy 6.030 eV, and 81 per cent of it is the plane wave K−2B₁.

Unfolded to silicon, it has two large weights:

k = K+B₁: W = 0.8254, of which 0.0869 lies in silicon

k = K−B₁: W = 0.1742, of which 0.0108 lies in silicon

The other seven add up to about 0.0005. The wave K−2B₁ belongs to the first class because −2 and 1 differ by 3. The real-space translation integrals give a total of 1.00000000. The silicon-side weights add up to 0.0977, which equals the norm integrated directly over the silicon film.

The second weight, a "ghost" in the silicon zone, comes mainly from the wave K+2B₁. It differs from K−2B₁ by 4B₁, an aluminium reciprocal vector, so the aluminium potential couples the two directly. In silicon they are inequivalent, since 4 is not a multiple of 3. In aluminium they are the same wavevector, and the whole state, unfolded to the aluminium cell, is nearly pure, with a weight of 0.986. The next aluminium weight, 0.012 at K+B₁, lies one silicon reciprocal vector, 3B₁, from K−2B₁.

A two-wave model estimates the ghost. The in-plane kinetic energies are 5.761 and 6.335 eV, so Δ = 0.574 eV. If both waves have the same profile along z, their coupling is v_Al times the share of the electron in aluminium:

c = 0.40 × 0.902 = 0.361 eV.

The matrix with diagonal elements 0 and Δ and off-diagonal element c has the lower eigenvector (cosβ, −sinβ) with tan2β = 2c/Δ. Hence

W_ghost = sin²β = ½ [1 − Δ/√(Δ²+4c²)] = ½ [1 − 0.574/0.922] ≈ 0.189.

The full model gives 0.174, so the estimate is 8 per cent too high relative to it. It is not fully independent, since the share 0.902 was taken from the full calculation. Two limits are sensible: for c → 0 the ghost vanishes as c²/Δ², and for Δ → 0 it tends to ½.

Setting v_Al to zero tests the cause. The Hamiltonian then has the silicon period in the plane, and each of the 60 lowest states has a single silicon weight equal to one within 10⁻⁶. Their energies agree with separate primitive-cell calculations within 10⁻⁸ eV.

**How firm is the ghost weight?**

The sum stays at one whatever the potential does; the separate weights do not. Each change below is made alone, with the other parameters held fixed apart from basis size where stated.

Raising the in-plane cutoff from 36 to 50 eV and the number of z functions from 12 to 16 moves the ghost by +0.0002 and the energy by −0.008 eV. With a cutoff of 55 eV the changes from the original values are −0.0007 and about −0.01 eV, so the ghost weight is good to about 0.001 and the energy to about 0.01 eV. With a cutoff of 72 eV and 18 z functions the main weight is 0.8249, its silicon-side part 0.0864 and the total silicon-side share 0.0972, so these values are good to about 0.0005. Straining silicon instead of aluminium moves the ghost by −0.002, as does a silicon film of five layers instead of three, computed with 16 z functions. A step higher by 0.5 eV gives −0.0015. A 1 eV layering of the aluminium potential along z, with 18 functions, gives +0.0007. Raising v_Al by 0.1 eV gives +0.040; the two-wave formula, with the share held at 0.902, predicts +0.043.

Moving the aluminium sideways changes nothing at the printed precision. The shift τ multiplies each aluminium coupling by e^{−ib′·τ}. These phases cancel around any closed sequence of couplings whose aluminium steps add up to zero. A phase can survive only if the aluminium steps add up to a nonzero vector that the silicon steps undo. The shortest such vector has length 12|B₁|, which takes three aluminium and four silicon steps. In this model the registry therefore enters first at seventh order in the couplings.

A larger change than any of these comes from a potential with the full supercell period, within 0.1 nm of the interface on either side. Its six shortest Fourier components are 0.3 eV each, so it ranges from −0.9 to +1.8 eV in the plane. It is a crude stand-in for atomic relaxation and moves the ghost by −0.056, about a third of its value. The main weight falls much more, from 0.825 to 0.459, and the other seven silicon wavevectors, nearly empty before, now hold about 0.42. These values are less well converged than those of the basic model: with a cutoff of 55 eV and 16 z functions the main weight is 0.481, the other seven hold about 0.39, and the ghost is 0.124, which is 0.049 below the unrelaxed value in the same basis. The potential mixes the state with several nearby levels. The nearest, 49 meV away, couples to it by only 3 meV, while levels 0.10 to 0.13 eV away couple by 28 to 49 meV.

**Beside the real contact**

The lattice periods and the near match of three to four are realistic, though rough. The stacking is not: the model puts every layer at the same in-plane position, whereas real (111) layers follow an ABC sequence. In that sequence the phase of each shortest in-plane Fourier component turns by 120° from one layer to the next, and the coupling between K−2B₁ and K+2B₁ partly cancels across the film. Giving the three aluminium layers this stacking, with the same amplitude, lowers the ghost from 0.174 to about 0.05 and raises the main weight to about 0.94, a larger shift of the ghost than any listed above. The value 0.17 therefore belongs to the unstacked model, not to the real contact. The potentials are round numbers, and 0.5 eV is weak for silicon, whose covalent bonding involves Fourier components of the order of electronvolts. The model has no true silicon gap and no self-consistent charge, so it predicts no Schottky barrier. The state also lies about 5.6 eV below the free-electron Fermi energy of unstretched aluminium, 11.67 eV (5.5 eV below the 11.56 eV of the stretched film), both measured from the mean aluminium potential. It is occupied at 300 K, where the thermal energy is 26 meV, and is not a state that carries current at the Fermi level. Real interfaces relax, which the basic model forbids; in the single relaxation pattern tried above, the ghost falls from 0.17 to about 0.12 and about two fifths of the state spreads to other silicon wavevectors. Another pattern of the same strength can give a different result. If misfit defects destroy the common period, K itself loses its meaning. The numerical output lists the nine silicon weights, the three largest aluminium weights and the shifts.

Calculated quantities

```
Si, Al surface periods (rough): 0.384, 0.286 nm
supercell period: 1.152 nm
Al stretch to match: 0.70 %
Si, Al film thickness: 0.942, 0.702 nm
Si-side potential step: 1.00 eV
Fourier amplitudes Si, Al: 0.50, 0.40 eV
K in supercell reciprocal basis: 0.041, 0.013
supercell reciprocal vector: 6.298 1/nm
in-plane cutoff: 36 eV; z functions: 12
basis size: 1020; state number: 49
state energy: 6.030 eV
share of plane wave K-2B1: 0.8125
Si unfolding: class (h,k), whole weight, Si-side weight
  ( 0, 0)  0.000006  0.000000
  (-1, 0)  0.174159  0.010812
  (-1, 1)  0.000000  0.000000
  ( 0,-1)  0.000000  0.000000
  ( 0, 1)  0.000003  0.000000
  ( 1,-1)  0.000003  0.000000
  ( 1, 0)  0.825368  0.086878
  (-2, 1)  0.000228  0.000014
  (-1,-1)  0.000233  0.000014
sum of 9 whole weights (real space): 1.00000000
sum of 9 Si-side weights: 0.097719
norm inside Si (real space): 0.097719
main class (1,0), ghost class (-1,0)
Al class (-2, 0) weight: 0.986245
Al class ( 1, 0) weight: 0.011612
Al class (-1, 0) weight: 0.000697
other 13 Al weights together: 0.001446
sum of 16 Al weights (real space): 1.00000000
sum of 16 Al-side weights: 0.902281
two-wave energies: 5.761, 6.335 eV
two-wave detuning, coupling: 0.574, 0.361 eV
ghost weight, two-wave estimate: 0.1887
ghost weight, full model: 0.1742
no Al potential: smallest top weight, 60 states: 1.00000000
Change of ghost weight, change of energy (eV):
  cutoff 50 eV, 16 z functions: +0.0002, -0.0084
  strain Si instead of Al: -0.0022, +0.0818
  step +0.5 eV: -0.0015, +0.0427
  Al amplitude +0.1 eV: +0.0401, -0.0749
  Al registry moved: +0.0000, +0.0000
  0.3 eV interface relaxation: -0.0556, +0.0067
  1 eV Al layering, 18 z functions: +0.0007, -0.0284
  Si film 5 layers, 16 z functions: -0.0017, +0.0011
free-electron Al Fermi energy: 11.67 eV
nearest level distance: 48.7 meV
thermal energy at 300 K: 25.9 meV
```
